\section*{Comment on an integer test for unfolding weights in perfect supercells}

\section{The argument under review}

The manuscript checks an unfolding code on a crystal without disorder. The crystal is a chain with one orbital per primitive cell and nearest-neighbour hopping $-t$, described in a supercell of $N=6$ cells. The argument has three steps.

\begin{enumerate}
\item The supercell is perfect, so its eigenstates are the primitive Bloch states, relabelled by a folded wavevector.
\item A Bloch state has one primitive wavevector. Its unfolding weight is therefore 1 at that wavevector and 0 at the others.
\item At supercell wavevector $K=0$ the code returns several states with weight $0.5$ at each of two wavevectors. The code must therefore contain an error, or the supercell must break the translation symmetry.
\end{enumerate}

The numbers in step 3 are reproducible: a real symmetric eigensolver gives them for this chain. The question is whether the conclusion follows. Step 1 says that the eigenstates \emph{are} Bloch states. What the symmetry guarantees is that they \emph{can be chosen} as Bloch states, and I examine below where this difference matters.

\section{Weights and the translation projector}

I take orthonormal orbitals, lattice constant $a=1$ and energies in units of $t$. Let $T$ shift a state by one primitive cell, so that the amplitudes $c_l$ on cells $l$ become $(Tc)_l=c_{l-1}$. A Bloch state with $c_l\propto e^{ikl}$ then obeys $T|k\rangle=e^{-ik}|k\rangle$. States with supercell wavevector $K$ satisfy $T^N=e^{-iKN}$, and the primitive wavevectors that fold to $K$ are
\begin{equation}
k_j=K+\frac{2\pi j}{N},\qquad j=0,\dots,N-1 .
\end{equation}
For each of them define
\begin{equation}
P_k=\frac1N\sum_{m=0}^{N-1}U^m,\qquad U=e^{ik}T,\qquad W_n(k)=\langle n|P_k|n\rangle .
\end{equation}
Here $|n\rangle$ is a normalized supercell eigenstate and $W_n(k)$ is its unfolding weight.

Since $e^{ikN}=e^{iKN}$, we have $U^N=1$. Multiplying the sum by $U$ only permutes its terms, so $UP_k=P_k$. It follows that
\begin{equation}
P_k^2=\frac1N\sum_{m=0}^{N-1}U^mP_k=P_k .
\end{equation}
Because $U$ is unitary, $(U^m)^\dagger=U^{N-m}$, which is again a term of the sum; hence $P_k^\dagger=P_k$. So $P_k$ is an orthogonal projector. The relation $UP_k=P_k$ also reads $TP_k=e^{-ik}P_k$, which says that $P_k$ projects onto states of wavevector $k$. Finally,
\begin{equation}
\sum_jP_{k_j}=\frac1N\sum_{m=0}^{N-1}e^{iKm}\Big(\sum_{j=0}^{N-1}e^{2\pi ijm/N}\Big)T^m=1,
\end{equation}
because the inner sum is $N$ for $m=0$ and zero for the other $m$. Every normalized state, degenerate or not, therefore has weights that add up to 1 over the wavevectors.

In a perfect crystal $[H,T]=0$, and hence $[H,P_k]=0$. The general results of the next two sections use nothing more about the perfect supercell.

\section{Where the argument holds}

Let $E_n$ be nondegenerate. Then
\begin{equation}
HP_k|n\rangle=P_kH|n\rangle=E_nP_k|n\rangle ,
\end{equation}
so $P_k|n\rangle$ lies in the one-dimensional eigenspace of $E_n$, and $P_k|n\rangle=w|n\rangle$ for some number $w$. Applying $P_k$ again and using $P_k^2=P_k$ gives $w^2=w$. Thus $W_n(k)=w$ is 0 or 1, as the manuscript claims.

For the chain, $E(k)=-2\cos k$. Two different folded wavevectors have equal energy if $k_i=-k_j$ up to a multiple of $2\pi$. Adding $k_i+k_j$ shows that this requires $2K$ to be a multiple of $2\pi/N$, so $K$ must be a multiple of $\pi/6\approx0.52$. At $K=0.2$ there is no degeneracy. The smallest level gap is $0.636\,t$, and the computed weights differ from 0 or 1 by less than $10^{-15}$. The manuscript's test would have succeeded there.

\section{Where it fails}

Now let a level $E$ be $g$-fold degenerate, with orthonormal solver states $|n\rangle$ and projector $Q=\sum_{n\in E}|n\rangle\langle n|$. The calculation of the previous section shows only that $P_k$ maps the level into itself, which is the statement $P_kQ=QP_kQ$. The adjoint of this equation is $QP_k=QP_kQ$, so $Q$ and $P_k$ commute. Then $QP_k$ is Hermitian and
\begin{equation}
(QP_k)^2=Q^2P_k^2=QP_k ,
\end{equation}
so it is a projector. Its range consists of the states with both energy $E$ and wavevector $k$. Let $m_k$ be the number of independent states of this kind. The trace of a projector is the dimension of its range, so
\begin{equation}
\sum_{n\in E}W_n(k)=\mathrm{Tr}(QP_k)=m_k .
\label{eq:sum}
\end{equation}
A unitary mixing of the solver states leaves $Q$ unchanged, and therefore also this sum.

The individual weights are protected in two cases. If $m_k=0$, then $QP_k=0$ and every state of the level has weight 0 at $k$. If $m_k=g$, then $QP_k=Q$ and every state has weight 1. If $0<m_k<g$, the level contains a normalized state $|\mathrm{in}\rangle$ with $P_k|\mathrm{in}\rangle=|\mathrm{in}\rangle$ and another, $|\mathrm{out}\rangle$, with $P_k|\mathrm{out}\rangle=0$. The state
\begin{equation}
|\theta\rangle=\cos\theta\,|\mathrm{in}\rangle+e^{i\varphi}\sin\theta\,|\mathrm{out}\rangle
\end{equation}
is an equally valid eigenstate, and its weight is
\begin{equation}
\langle\theta|P_k|\theta\rangle=\cos^2\theta ,
\end{equation}
which can be any number from 0 to 1. The eigenvalue problem does not fix $\theta$; the solver does.

Step 2 of the manuscript is thus correct for Bloch states, but step 1 does not supply them when different wavevectors share an energy.

\section{The reported one-halves}

At $K=0$ the six energies are $-2,-1,-1,1,1,2$. The lower pair comes from $k=\pm\pi/3=\pm1.047$, since $-2\cos(\pi/3)=-1$. Here $g=2$ and $m_k=m_{-k}=1$, which is the unprotected case.

The value $0.5$ has a simple origin. With one orbital per cell, the weight is $W(k)=|\langle k|c\rangle|^2$ with
\begin{equation}
\langle k|c\rangle=\frac1{\sqrt N}\sum_l e^{-ikl}c_l .
\end{equation}
At $K=0$ the Hamiltonian matrix is real, and a real solver returns real $c_l$. Then $\langle -k|c\rangle=\langle k|c\rangle^*$, so $W(-k)=W(k)$. A state of the pair has no weight at other wavevectors, and its weights add up to 1. Both must be $1/2$.

Complex mixtures remove this restriction. Write the cosine and sine states as
\begin{equation}
|C\rangle=\frac{|k\rangle+|{-k}\rangle}{\sqrt2},\qquad
|S\rangle=\frac{|k\rangle-|{-k}\rangle}{i\sqrt2}.
\end{equation}
The factor $i$ in the mixture below cancels the $1/i$ in $|S\rangle$:
\begin{align}
\cos\eta\,|C\rangle+i\sin\eta\,|S\rangle
&=\frac{(\cos\eta+\sin\eta)|k\rangle+(\cos\eta-\sin\eta)|{-k}\rangle}{\sqrt2},\\
W(\pm k)&=\frac{(\cos\eta\pm\sin\eta)^2}{2}=\frac{1\pm\sin2\eta}{2}.
\end{align}
For $\eta=20^\circ$ the weights are $0.821$ and $0.179$. At $\eta=45^\circ$ the mixture is the Bloch state $|k\rangle$.

The numerical check also diagonalizes the same Hamiltonian in random orthonormal bases and transforms the eigenvectors back. In the first basis the two states have weights $0.940$ and $0.060$ at $+k$; in the third they have $0.432$ and $0.568$. Over 200 bases the weight of the first state runs from $0.007$ to $0.995$, while the pair sum stays at 1 within about $10^{-15}$.

A complex solver applied directly in the site basis again gave $0.5$ for both states. Since the random bases give other values for the same Hamiltonian, the repetition of $0.5$ by two solvers does not make it a property of the crystal.

\section{Degeneracy alone is not the criterion}

It would be an overcorrection to say that every degenerate level has undetermined weights. Consider a square lattice with $p_x$ and $p_y$ orbitals, hopping $1$ along the orbital axis and $-0.25$ across it, and no coupling between the two orbitals:
\begin{equation}
E_x=2\cos k_x-0.5\cos k_y,\qquad E_y=2\cos k_y-0.5\cos k_x .
\end{equation}
In a $3\times3$ supercell at $K=0$ each component of $\mathbf k$ is $0$ or $\pm2\pi/3$, with cosine $1$ or $-1/2$. The projector is now the product of one translation projector for each direction, and the derivation above carries over.

At $\mathbf k=0$ both orbitals have energy $2-0.5=1.5$, and no other wavevector has this energy. Thus $g=m_{\mathbf k}=2$. The level sum is 2, and both individual weights are 1 however the states are mixed.

When both components are nonzero, both orbitals have energy $-1+0.25=-0.75$. There are four such wavevectors, so $g=8$ and $m_{\mathbf k}=2$ at each. The sums are again 2, but the individual weights are not protected. What matters is whether the level contains more than one wavevector.

\section{What should be compared}

The unfolded spectral function is
\begin{equation}
A(k,E)=\sum_nW_n(k)\,\delta(E-E_n).
\end{equation}
States of one level share the same delta function, so only their summed weight enters, and by Eq.~\eqref{eq:sum} this is $m_k$. The mixing drops out, also after broadening. For a Lorentzian of half width $0.1$ and the chain state at $k=\pi/3$, the value at $E=-0.9$ is
\begin{equation}
\frac{0.1}{\pi\,(0.1^2+0.1^2)}=1.59
\end{equation}
in units of $1/t$. The program confirms that it is the same for all the random bases.

If individual states of definite wavevector are wanted, one can diagonalize
\begin{equation}
L=\sum_jj\,P_{k_j}
\end{equation}
inside each degenerate level. Since $L$ commutes with $H$, it maps the level into itself, and the new vectors are still eigenstates of $H$. Its eigenvalue $j$ differs for each wavevector, so an eigenvector of $L$ contains one wavevector only. For one random-basis solution of the chain, the largest distance of a weight from 0 or 1 fell from $0.41$ to below $10^{-15}$.

\section{Fractional weights that are physical}

The manuscript's second suspicion, broken translation symmetry, describes a different situation. Put a site energy $\varepsilon>0$ on one site of each supercell and take that site as the origin $l=0$. Every folded Bloch state $e^{ikl}/\sqrt N$ then has amplitude $1/\sqrt N$ on that site, so all matrix elements of the perturbation between them equal $v=\varepsilon/N$. For two states $k,k'$ that are close in energy and far from the others, with $\Delta=E(k)-E(k')$, the Hamiltonian is a constant plus
\begin{equation}
M=\begin{pmatrix}\Delta/2&v\\ v&-\Delta/2\end{pmatrix},\qquad
M^2=\frac{R^2}{4},\qquad R=\sqrt{\Delta^2+4v^2}.
\end{equation}
The eigenvalues of $M$ are $\pm R/2$, so the projector on the upper state is $\tfrac12(1+2M/R)$: it gives 1 on the upper state and 0 on the lower. Its first diagonal element is the weight
\begin{equation}
W_{\rm upper}(k)=\frac12\left(1+\frac{\Delta}{R}\right).
\end{equation}
For $|\Delta|\gg v$ this returns to 0 or 1. For $\Delta=0$ the two-state model gives $1/2$ for any nonzero $\varepsilon$ and a splitting $2v$; the coupling to the other states changes the weight and the splitting only at order $v^2$. With $\varepsilon=10^{-6}$ at $K=0$ the splitting is $3.3\times10^{-7}$, and even the random-basis solver returns $0.5$. The same number that was a solver's choice in the perfect crystal is now fixed by the Hamiltonian.

Away from $K=0$ the pair is detuned. Take $K=0.001$, $k=K+\pi/3$, $k'=K-\pi/3$ and $\varepsilon=0.01$. Then
\begin{align}
\Delta&=-2\cos(K+\tfrac{\pi}{3})+2\cos(K-\tfrac{\pi}{3})=4\sin K\sin\tfrac{\pi}{3}=0.003464,\\
2v&=0.003333,\qquad R=0.004807,\qquad W_{\rm upper}(k)=0.8603 .
\end{align}
Full diagonalization gives $0.8604$.

The sum over the split pair is no longer an integer. By completeness, what is missing at $k$ sits in the states outside the pair. To first order in $v$, an outside state of energy $E_j$ acquires the amplitude $v/(E_j-E(k))$ on $|k\rangle$, so
\begin{equation}
1-\sum_{n\in\rm pair}W_n(k)\simeq v^2\sum_{j\notin\rm pair}\frac1{(E_j-E(k))^2}.
\end{equation}
The outside states near $E=1$ also mix with each other, but they share the same denominator to leading order, and a unitary mixing preserves the sum of squared amplitudes. The distances from $E=-1$ are close to $1,2,2,3$, which gives $v^2(1+\tfrac14+\tfrac14+\tfrac19)\approx4.5\times10^{-6}$. The full calculation gives $4.45\times10^{-6}$.

This bears on how levels are grouped in practice. The energy tolerance must exceed the rounding errors but stay below physical splittings. A tolerance of $10^{-6}$ would merge the pair split by $3.3\times10^{-7}$ above, and the fixed weights of its two states would be taken for solver artefacts.

\section{Assessment}

The reported weights of $0.5$ are evidence neither of a coding error nor of broken symmetry, and the conclusion in step 3 should be withdrawn. The test should compare the weight summed over each degenerate level with the number of primitive states at that wavevector and energy. A noninteger sum, beyond rounding and with levels correctly grouped, would show that the Hamiltonian lacks the primitive translation symmetry or that the projector is wrong. A noninteger weight of a single state shows this only at a wavevector where $m_k=0$ or $m_k=g$, which includes every wavevector of a nondegenerate level; where $0<m_k<g$ a fractional weight is by itself no sign of either fault. Further constraints can still apply there: real eigenvectors of the chain pair at $K=0$ must give exactly $1/2$, so another value from a real solver would be an error. Integer level sums are necessary but not sufficient. A projector whose imaginary part has been dropped equals $(P_k+P_{-k})/2$ at $K=0$; it gives the correct level sums there and the weight $1/2$ even for a Bloch state of the pair. The test should therefore also be run at a wavevector without degeneracy, such as $K=0.2$.

\section*{Numbers as computed}
\begin{verbatim}
Chain: cells per supercell N = 6
Generic K = 0.2 1/a: smallest level gap = 0.6360 t
  largest distance of a weight from 0 or 1 = 5.3e-16
K = 0 energies (t): -2.0000 -1.0000 -1.0000 1.0000 1.0000 2.0000
Lower pair: k = +-1.0472 1/a; weights at +k, two states:
  real solver:           [0.5 0.5]
  complex solver, sites: [0.5 0.5]
  random basis 1:        [0.9399 0.0601] sum = 1.000000
  random basis 2:        [0.9477 0.0523] sum = 1.000000
  random basis 3:        [0.4316 0.5684] sum = 1.000000
  first-state weight over 200 bases: 0.0073 to 0.9953
  largest error of pair sum = 1.3e-15
Spectral function at +k, E = -0.9 t, half width 0.1 t: 1.5915 1/t
Mixing angle 20 deg: W(+k) = 0.8214, W(-k) = 0.1786
Before repair: distance from 0 or 1 = 0.4068; after = 7.8e-16
p lattice 3x3: sigma hopping 1.0, pi hopping -0.25 (t)
  level (t), degeneracy, weight sums at the 9 wavevectors:
   -1.5000  4   0.000 1.000 1.000 1.000 0.000 0.000 1.000 0.000 0.000
   -0.7500  8   0.000 0.000 0.000 0.000 2.000 2.000 0.000 2.000 2.000
    1.5000  2   2.000 0.000 0.000 0.000 0.000 0.000 0.000 0.000 0.000
    individual weights at k = 0: [1. 1.]
    2.2500  4   0.000 1.000 1.000 1.000 0.000 0.000 1.000 0.000 0.000
  after repair: distance from 0 or 1 = 2.7e-15
Impurity at K = 0: site energy (t), splitting (t), weights at +k
  1e-02  3.3315e-03  0.500000 0.499996
  1e-06  3.3333e-07  0.500000 0.500000
Detuned pair: K = 0.001 1/a, site energy = 0.01 t
  coupling v = 0.001667 t, detuning = 0.003464 t
  upper-state W(k): full = 0.86038, two-state = 0.86029
  lower-state W(k): full = 0.13962
  1 - pair sum: full = 4.450e-06, estimate = 4.468e-06
\end{verbatim}
